# Why minus log transmittance over thickness is not the absorption coefficient

A film 100 nm thick that transmits 80 percent of the light and absorbs none of it gives $-\ln T/d\approx 22000\ \mathrm{cm^{-1}}$. Its absorption coefficient is zero. The number comes entirely from reflected light. For a uniform film on a transparent substrate, at normal incidence,

$$-\frac{\ln T}{d}=-\frac{\ln(1-R)}{d}+\alpha F .\tag{1}$$

Here $T$ is the fraction of the incident power that enters the substrate, $R$ the reflected fraction, $d$ the thickness and $\alpha$ the absorption coefficient. The number $F$, defined below, is an average over the light field in the film, and is close to 1 in the example. The first term on the right survives when $\alpha=0$.

## The belief and its appeal

The belief is that one measures $T$, takes the logarithm, divides by the thickness, and has $\alpha$. It rests on a correct law. Let the film have complex index $N=n+i\kappa$, and let fields vary in time as $e^{-i\omega t}$. In atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$) the vacuum wavenumber is $k_0=\omega/c$, where $c$ is the inverse of the fine-structure constant. A single wave travelling forward inside the material is $E=E_0e^{ik_0Nz}$, so

$$|E|^2=|E_0|^2e^{-2k_0\kappa z},\qquad \alpha=2k_0\kappa=\frac{2\omega\kappa}{c}.$$

This defines $\alpha$. If $I(z)$ is the intensity of that wave, then $-\ln[I(d)/I(0)]/d=\alpha$. Both intensities are taken inside the material, and there is no backward wave. A measured $T$ instead compares light beyond the film with light that has not yet entered it.

The recipe also works well for long paths, provided the absorption along them is large compared with the reflection loss. Suppose surfaces reflect 4 percent, so that $-\ln 0.96=0.041$. Over a path of 1 cm this adds $0.041\ \mathrm{cm^{-1}}$ to the apparent coefficient, an error of only 1 percent if $\alpha=4\ \mathrm{cm^{-1}}$. Over 100 nm, or $10^{-5}$ cm, the same loss adds about $4100\ \mathrm{cm^{-1}}$. For a film on glass, the reflection loss does not vanish with the film thickness, so dividing by a small thickness magnifies it.

## Derivation from the energy flux

Let the film occupy $0<z<d$, with air of index 1 in front and a substrate of real index $n_s$ behind. The substrate is at first taken to be infinitely deep, so nothing returns from it. For a nonmagnetic medium, with $E$ along $x$ and $H$ along $y$, Maxwell's equations in Gaussian form are

$$E'=ik_0H,\qquad H'=ik_0N^2E,$$

where a prime means $d/dz$. Differentiating the first and inserting the second gives $E''=-k_0^2N^2E$.

The time-averaged energy flux is proportional to $\mathrm{Re}(E^*H)$. The constant factor cancels in all ratios, so define

$$S=\mathrm{Re}(E^*H)=\mathrm{Re}\frac{E^*E'}{ik_0}=\frac{1}{k_0}\mathrm{Im}(E^*E').$$

A forward wave in a medium of real index $m$ has $E'=ik_0mE$, and hence $S=m|E|^2$. Inside the film,

$$S'=\frac{1}{k_0}\mathrm{Im}\left(|E'|^2+E^*E''\right)=-k_0|E|^2\,\mathrm{Im}(N^2).$$

The term $|E'|^2$ dropped out because it is real. Since $N^2=n^2-\kappa^2+2in\kappa$,

$$S'=-2k_0\kappa n|E|^2=-\alpha n|E|^2.\tag{2}$$

Energy leaves the flux only where $\alpha$ is nonzero. The loss is set by the local field $|E|^2$, which includes the interference of forward and backward waves.

Next, the flux at the two faces. In the air, take $E=e^{ik_0z}+re^{-ik_0z}$, with $R=|r|^2$. Then

$$E^*E'=ik_0\left(1-|r|^2+r^*e^{2ik_0z}-re^{-2ik_0z}\right).$$

The last two terms are a number minus its complex conjugate, which is imaginary. Multiplied by $i$ they become real, and they do not contribute to $S$. The flux in the air is therefore $1-R$, for unit incident flux. In the substrate it is $T$ by definition. The tangential fields $E$ and $H$ are continuous at each face, so $S$ is too:

$$S(0)=1-R,\qquad S(d)=T.$$

Divide (2) by $S$, which is positive throughout the film because it falls from $1-R$ to $T>0$, and integrate:

$$\ln\frac{T}{1-R}=-\alpha\int_0^d\frac{n|E|^2}{S}\,dz=-\alpha Fd,\qquad F=\frac1d\int_0^d\frac{n|E|^2}{S}\,dz.\tag{3}$$

Writing the logarithm of the quotient as a difference gives (1). No assumption of weak absorption was made.

If $\alpha=0$, equation (3) says $T=1-R$: whatever is missing from the transmitted beam has been reflected. A detector behind the film cannot tell this from absorption.

## A lossless film that transmits 80 percent

It remains to show that an ordinary transparent film can reflect 20 percent. Put $\kappa=0$, $\delta=nk_0d$ and $s=n_s/n$. Scale the field so that $E(d)=1$. The substrate holds a forward wave alone, so $H(d)=n_s$. The solution in the film that meets both conditions is

$$E(z)=\cos u-is\sin u,\qquad u=nk_0(d-z).\tag{4}$$

Indeed $E'(d)=isnk_0=ik_0n_s$, as required. At the front face $u=\delta$, and

$$E(0)=\cos\delta-is\sin\delta,\qquad H(0)=\frac{E'(0)}{ik_0}=n_s\cos\delta-in\sin\delta.$$

In air, incident and reflected amplitudes $a$ and $b$ give $E(0)=a+b$ and $H(0)=a-b$. Hence

$$a=\frac{E(0)+H(0)}2=\frac12\left[(1+n_s)\cos\delta-i\left(n+\frac{n_s}{n}\right)\sin\delta\right].$$

The transmitted flux is $n_s$ and the incident flux is $|a|^2$, so

$$T=\frac{4n_s}{(1+n_s)^2\cos^2\delta+(n+n_s/n)^2\sin^2\delta}.\tag{5}$$

Take $n=2.0$ and $n_s=1.5$, rough typical values for silicon nitride and glass, with $d=100$ nm. Setting $T=0.80$ and using $\cos^2\delta=1-\sin^2\delta$,

$$\frac{6}{0.80}=6.25+(7.5625-6.25)\sin^2\delta,\qquad \sin^2\delta=\frac{1.25}{1.3125}=0.952.$$

Of the two solutions between 0 and $\pi$, choose the larger, $\delta=1.791$. The vacuum wavelength is $2\pi nd/\delta=702$ nm, and the photon energy is 1.767 eV. Direct numerical integration of the wave equation for these values gives $T=0.8000$ and $R=0.2000$. The recipe then yields

$$-\frac{\ln0.80}{100\ \mathrm{nm}}=\frac{0.22314}{10^{-5}\ \mathrm{cm}}=22314\ \mathrm{cm^{-1}},$$

or $1.18\times10^{-4}$ per bohr, for a film whose $\kappa$ was set to zero.

## The false coefficient is not a material property

A material coefficient should not depend on how much of the material is present. Keep the photon energy fixed and add a layer of thickness $\lambda/(2n)=175.4$ nm, where $\lambda$ is the vacuum wavelength. This raises $\delta$ by $\pi$, which leaves $\sin^2\delta$ and $\cos^2\delta$ unchanged. Equation (5) therefore gives $T=0.80$ again, now for $d=275.4$ nm. The recipe returns $8100\ \mathrm{cm^{-1}}$ instead of 22300.

In the opposite limit, $d\to0$, the film disappears and $T$ tends to the value for bare glass,

$$T_g=\frac{4n_s}{(1+n_s)^2}=\frac{6}{6.25}=0.96.$$

The numerator of the recipe tends to 0.041 while the denominator tends to zero. The apparent coefficient grows without limit as there is less and less film to absorb.

The result also follows the interference fringes. Keep $d=100$ nm and the indices fixed, and raise the photon energy to 3.10 eV, where $\delta=\pi$. Then $\sin\delta=0$, $T=0.96$, and the false coefficient is $4080\ \mathrm{cm^{-1}}$. Between 1.77 and 3.10 eV it has dropped by a factor of more than five, with $\kappa=0$ at both energies. Plotted against energy, this could pass for the flank of an absorption band.

## Dividing by bare glass does not repair it

One may object that the spectrum should first be divided by that of the uncoated glass. This removes the glass reflection, but the film changes the reflection. From (1),

$$-\frac1d\ln\frac{T}{T_g}=\alpha F+\frac1d\ln\frac{T_g}{1-R}.$$

The last term vanishes if the coated glass reflects as much as bare glass, $1-R=T_g$. In the example $1-R=0.80$ and $T_g=0.96$, and the false coefficient is still $18200\ \mathrm{cm^{-1}}$.

The error can even change sign. Take a lossless film with an index below that of the glass, chosen as 1.38, again 100 nm thick on the same glass. At 2.246 eV it is a quarter wave thick, $\delta=\pi/2$, and (5) gives

$$T=\frac{4n_s}{(n+n_s/n)^2}=0.986.$$

This exceeds 0.96 because the film reduces reflection. Division by bare glass produces $-2660\ \mathrm{cm^{-1}}$. Read as an absorption coefficient, that would mean amplification in a passive film.

## What measuring the reflectance achieves

Equation (3) suggests the estimate

$$\alpha_{\rm est}=-\frac1d\ln\frac{T}{1-R}=\alpha F.\tag{6}$$

It is zero for every lossless film in this model. For an absorbing film it differs from $\alpha$ by the factor $F$, which can be found for weak loss. To first order in $\alpha$, the product $\alpha F$ needs $F$ only for the lossless field. With the scaling of (4), $S=n_s$ everywhere and $|E|^2=\cos^2u+s^2\sin^2u$. Since $n/n_s=1/s$, changing the variable from $z$ to $u$ gives

$$F=\frac{1}{s\delta}\int_0^\delta\left(\cos^2u+s^2\sin^2u\right)du.$$

Insert $\cos^2u=(1+\cos2u)/2$ and $\sin^2u=(1-\cos2u)/2$, and integrate:

$$F=\frac1s\left[\frac{1+s^2}{2}+\frac{(1-s^2)\sin2\delta}{4\delta}\right].\tag{7}$$

For $s=0.75$ and $\delta=1.791$ the bracket is $0.78125-0.02601=0.75524$, so $F=1.007$. This closeness to 1 belongs to the chosen case. In general $|E|^2$ lies between $s^2$ and 1, so the weak-loss $F$ lies between $s$ and $1/s$, here between 0.75 and 1.33. If film and substrate have equal real indices, $s=1$ and $F=1$ in this limit.

Now give the film hypothetical losses, holding $n$, $d$ and the photon energy fixed. All coefficients are in $\mathrm{cm^{-1}}$.

| True $\alpha$ | $R$ | $T$ | $-\ln T/d$ | $\alpha_{\rm est}$ |
|---:|---:|---:|---:|---:|
| 1000 | 0.199 | 0.793 | 23200 | 1005 |
| 10000 | 0.190 | 0.733 | 31000 | 9930 |
| 100000 | 0.186 | 0.323 | 113000 | 92400 |

In the first row the recipe is too large by a factor of 23, while (6) is within 1 percent of the true value. In the last row the recipe is 13 percent high and (6) is about 8 percent low. There $\alpha d=1$ and $\kappa=0.56$, so neither the loss across the film nor the ratio $\kappa/n$ is small. The field differs from (4), and the weak-loss formula (7) does not apply. Equation (3) still holds, with $F$ calculated from the actual field.

The recipe has a valid regime. By (1), its error relative to $\alpha$ is

$$\frac{-\ln T/d-\alpha}{\alpha}=\frac{-\ln(1-R)}{\alpha d}+F-1.$$

The first term is small when $\alpha d\gg-\ln(1-R)$. If also $\alpha d\gg1$, the wave returning from the rear face has died out over most of the film. There the field is a single forward wave with $H=NE$, so $S=n|E|^2$ and the integrand of $F$ is 1. Both parts of the error then become small. A film that meets both conditions and still passes measurable light can thus be treated approximately by the recipe. For a nearly transparent film, small reflection alone is not enough, because $F-1$ remains. A free-standing film of index 2, half a wave thick, has $s=1/2$ and $\delta=\pi$. At weak loss it reflects almost nothing, yet (7) gives $F=1.25$, so the recipe is 25 percent high.

## The same transmittance with real absorption

Consider a second film 100 nm thick, on the same glass and at the same photon energy, with $n=1.50$ and $\kappa=0.101$. It also has $T=0.800$, but its reflectance is 0.049. The remaining fraction, $1-0.800-0.049=0.151$, is absorbed. Its true coefficient is $18000\ \mathrm{cm^{-1}}$.

The recipe assigns $22300\ \mathrm{cm^{-1}}$ to both films, although one absorbs 15 percent of the light and the other none. At a single energy and thickness, $T$ alone does not separate them. Their reflectances, 0.20 and 0.05, do. Equation (6) gives zero for the first and $17300\ \mathrm{cm^{-1}}$ for the second, 4 percent below its true value.

## Comparing two thicknesses

If $R$ is not available, two films of the same material can help. Summing the repeated reflections inside the film gives a transmitted amplitude proportional to

$$\frac{p}{1+r_1r_2p^2},\qquad p=e^{ik_0Nd},$$

with $r_1=(1-N)/(1+N)$ and $r_2=(N-n_s)/(N+n_s)$. The sign in the denominator is positive because reflection at the front face from inside has amplitude $-r_1$, so each round trip contributes the factor $-r_1r_2p^2$.

Add a half-wave layer $\Delta=\lambda/(2n)$. Then $p$ gains the factor $e^{i\pi}e^{-\alpha\Delta/2}$, and $p^2$ gains $g=e^{-\alpha\Delta}$. The interface transmission factors cancel in the ratio of the thin-film value $T_1$ to the thick-film value $T_2$:

$$\frac1\Delta\ln\frac{T_1}{T_2}=\alpha+\frac1\Delta\ln\left|\frac{1+r_1r_2p^2g}{1+r_1r_2p^2}\right|^2.$$

For a lossless film $g=1$ and the result is zero, as it should be. With loss, the second term remains because absorption also weakens the repeated reflections. For $\alpha=10000\ \mathrm{cm^{-1}}$ and thicknesses of 100 and 275.4 nm, the estimate is $9340\ \mathrm{cm^{-1}}$, about 7 percent low. The sign of the error depends on the starting thickness: with 10 nm in place of 100 nm, and the same added layer, the estimate is about 8 percent high. The method needs equal indices and surfaces in both films. If the films absorb weakly, it also needs a thickness difference very close to a whole number of half waves. Strong absorption damps the repeated reflections and relaxes this: with the thinner film 100 nm thick and a quarter-wave difference, the estimate is negative for $\alpha=10000\ \mathrm{cm^{-1}}$ but only about 1 percent low for $100000\ \mathrm{cm^{-1}}$. For the lossless film, a difference 2 percent larger than one half wave already gives about $-300\ \mathrm{cm^{-1}}$ if the thinner film is 100 nm thick, and about $-700\ \mathrm{cm^{-1}}$ if it is 130 nm thick.

## Silicon nitride on a real glass plate

Near-stoichiometric silicon nitride is a transparent dielectric in red light, with an index near 2, so the lossless model is reasonable there. Silicon-rich films have a higher index and can absorb more. At fixed thickness and photon energy, changing the index to 1.95 or 2.05 changes the false coefficient to 20400 or $24100\ \mathrm{cm^{-1}}$. For such a film, at this thickness and photon energy, only the rough size of the false coefficient is therefore meaningful: its second digit already changes with the index. The index also varies with photon energy, which the model ignores: an index of 2.05 would move the half-wave point from 3.10 to 3.02 eV, and typical dispersion fits for stoichiometric films, with an index of roughly 2.07 to 2.10 near 3.1 eV, put it at about 2.96 to 3.00 eV.

The assumption most plainly broken is the infinitely deep glass. A real plate has a rear face that reflects $R_g=1-T_g=0.04$. If the spectral width of the light covers many interference fringes of the plate, the interference averages out and powers are added. For a plate 1 mm thick the fringes are about 0.16 nm apart in wavelength. A smooth spectral line with a full width of 1 nm at half maximum is then enough, but a narrow laser line is not. A sharp-edged band 1 nm wide can still shift the recipe's result for the example film by up to about $300\ \mathrm{cm^{-1}}$ for a plate very close to 1 mm, and by up to about $900\ \mathrm{cm^{-1}}$ for plates between 0.95 and 1.1 mm, depending on the exact thickness. Repeating the derivation of (5) with a front medium of index $n_0$ gives

$$T=\frac{4n_0n_s}{(n_0+n_s)^2\cos^2\delta+(n+n_0n_s/n)^2\sin^2\delta},$$

which is unchanged when $n_0$ and $n_s$ are exchanged. The lossless film thus reflects the same fraction $R$ from the glass side, and the sum over round trips is

$$T_{\rm plate}=TT_g\left[1+RR_g+(RR_g)^2+\cdots\right]=\frac{TT_g}{1-RR_g}=\frac{0.80\times0.96}{1-0.20\times0.04}=0.774.$$

The recipe now gives $25600\ \mathrm{cm^{-1}}$. Dividing by the transmittance of an uncoated plate, 0.923, leaves $17600\ \mathrm{cm^{-1}}$.

The rear face also affects (6) when $R$ and $T$ are those of the whole plate. The estimate is still zero if film and glass are lossless, but light returned by the rear face crosses an absorbing film again. For a true $\alpha$ of $1000\ \mathrm{cm^{-1}}$ it becomes about $1080\ \mathrm{cm^{-1}}$, 8 percent high.

Correcting for reflection exposes smaller errors. Let the glass itself absorb $0.05\ \mathrm{cm^{-1}}$, an assumed rough value, over 1 mm. One pass has optical depth 0.005, which becomes $500\ \mathrm{cm^{-1}}$ if charged to 100 nm of film. In the glass, a forward flux of 1 is accompanied by a backward flux of 0.04. Absorption acts on their sum, 1.04, while the net flux is their difference, 0.96. For weak loss this raises the false value to $500\times1.04/0.96\approx540\ \mathrm{cm^{-1}}$. A reading of $T$ that is too low by 0.002 gives

$$\frac{0.002}{0.80\times10^{-5}\ \mathrm{cm}}=250\ \mathrm{cm^{-1}}.$$

A reading of $R$ that is too low by 0.002 has nearly the same effect on (6), and the two errors together give about $500\ \mathrm{cm^{-1}}$. Roughness of 1 nm rms on the front face of the film, varying slowly along the surface and with the rear face flat, scatters light out of both specular beams and mimics about $8\ \mathrm{cm^{-1}}$. With errors of these sizes, a corrected result of a few hundred $\mathrm{cm^{-1}}$ from one such film is no evidence of absorption in it. Oblique incidence, a source spectrum wide enough to blur the fringes of the film itself, and an index that varies with depth are not sized here. The numerical output below lists most of the values used.

## Computed results

```
film thickness: 100 nm
film index: 2.00; glass index: 1.50
photon energy for the example: 1.7669 eV
vacuum wavelength: 701.7 nm
phase thickness delta: 1.7908 rad
lossless film: T = 0.8000, R = 0.2000
-ln T: 0.22314
false absorption coefficient: 22314 1/cm
same in atomic units: 1.181e-04 1/bohr
half-wave energy: 3.0996 eV
T at half-wave energy: 0.9600
false coefficient there: 4082 1/cm
added half-wave layer: 175.4 nm
thicker film: d = 275.4 nm, T = 0.8000
false coefficient, thicker: 8102 1/cm
weak-loss F of example: 1.0070
bounds on F: 0.7500 to 1.3333
true alpha 1000 1/cm: kappa = 0.00558
  R = 0.1989, T = 0.7931
  naive 23182 1/cm, corrected 1005 1/cm
true alpha 10000 1/cm: kappa = 0.05584
  R = 0.1904, T = 0.7331
  naive 31042 1/cm, corrected 9926 1/cm
true alpha 100000 1/cm: kappa = 0.55841
  R = 0.1862, T = 0.3229
  naive 113053 1/cm, corrected 92443 1/cm
two-thickness estimate, true 10000: 9344 1/cm
matched absorbing film: index 1.50, kappa 0.1007
  T = 0.8000, R = 0.0490
  true alpha 18034 1/cm
  corrected 17285 1/cm
T into bare glass: 0.9600
false, divided by bare glass: 18232 1/cm
antireflection film: index 1.38, 2.2461 eV
  T = 0.9859, divided by bare glass: -2661 1/cm
with rear glass face: T = 0.7742, R = 0.2258
  naive coefficient 25593 1/cm
  bare glass plate T = 0.9231
  divided by bare plate 17589 1/cm
glass loss: 0.05 1/cm over 1 mm
  false film alpha after R correction 541 1/cm
roughness 1 nm rms: false alpha 7.8 1/cm
T too low by 0.002: false alpha 250 1/cm
film index 1.95: T = 0.8153
  naive 20423 1/cm; half wave 3.1791 eV
film index 2.05: T = 0.7858
  naive 24112 1/cm; half wave 3.0240 eV
```
